# Double degeneracy of silicon Bloch bands from inversion and time reversal

## Two plane waves

Take an electron in a periodic potential and keep two plane waves, with wave vectors \(\mathbf K_1\) and \(\mathbf K_2\) that differ by a reciprocal lattice vector. The potential couples them with strength \(v=v'+iv''\). Spin-orbit coupling adds \(i\,\mathbf g\cdot\boldsymbol\sigma\), where \(\mathbf g\) is a real vector along \(\mathbf K_1\times\mathbf K_2\); this form is derived below. With the spin axis along \(\mathbf g\), the spin label \(s=\pm1\) is conserved, and each spin has its own \(2\times2\) matrix

\[
H_s=\begin{pmatrix}e_1 & v+igs\\ v^*-igs & e_2\end{pmatrix}.
\]

With \(\delta=(e_1-e_2)/2\), its eigenvalues are

\[
E_s=\frac{e_1+e_2}{2}\pm\sqrt{\delta^2+v'^2+(v''+gs)^2}.
\]

If the crystal has an inversion centre and the origin is placed there, the Fourier coefficients of the potential are real, so \(v''=0\). The spin then enters through \((gs)^2=g^2\), and both spins have the same energy. Spin-orbit coupling shifts the levels without splitting them.

Now let \(v''\neq0\) while \(\mathbf g\) stays real. The potential and the spin-orbit term then have no common inversion centre, and the two square roots differ. (A mere shift of the origin is another matter: it multiplies \(v\) and \(igs\) by the same phase, which leaves \(|v+igs|\) and the energies unchanged.) Write \(A=\delta^2+v'^2+v''^2\). To first order in \(g\) the root is \(\sqrt A+v''gs/\sqrt A\), so the upper level splits by \(2|v''g|/\sqrt A\). The splitting needs both the absence of inversion symmetry and the presence of spin-orbit coupling.

At \(-\mathbf k\) both wave vectors change sign. The cross product does not change, while \(v\) becomes \(v^*\) because the potential is real. Then \((v''+gs)^2\) becomes \((-v''+gs)^2\), the value that the opposite spin had at \(+\mathbf k\). This is time reversal at work: it relates opposite spins at opposite wave vectors. Inversion brings the partner back to the same wave vector. The general proof uses this combination and does not need a conserved spin axis.

## Hamiltonian and statement

The one-electron Hamiltonian acts on two-component spinors:

\[
H=\frac{p^2}{2m}+V(\mathbf r)+\big(\nabla W(\mathbf r)\times\mathbf p\big)\cdot\boldsymbol\sigma .
\tag{1}
\]

\(V\) and \(W\) are real and have the period of the lattice. For the bare spin-orbit term \(W=\hbar V/(4m^2c^2)\). In a pseudopotential model \(W\) is a separate function, since the smooth \(V\) lacks the steep core region from which most of the coupling comes.

A Bloch state satisfies \(\psi(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi(\mathbf r)\) for every lattice vector \(\mathbf R\). At fixed \(\mathbf k\) the problem lives in one unit cell, and its levels are discrete with finite multiplicity.

**Statement.** If \(V\) and \(W\) are even about some point, every level at every \(\mathbf k\) has even multiplicity. Counted in order of energy, \(E_1(\mathbf k)=E_2(\mathbf k)\), \(E_3(\mathbf k)=E_4(\mathbf k)\), and so on.

"Doubly degenerate" thus means at least double. The top of the silicon valence band is fourfold, which is two pairs. The assumptions are a perfect static crystal, no magnetic field or magnetic order, and no applied electric field.

## The inversion centre of silicon

Place the origin at the midpoint of a bond. The atoms sit at \(\mathbf R+\boldsymbol\tau\) and \(\mathbf R-\boldsymbol\tau\), with \(\boldsymbol\tau=(a/8)(1,1,1)\). Inversion sends \(\mathbf R+\boldsymbol\tau\) to \(-\mathbf R-\boldsymbol\tau\), a site of the other sublattice. As both sublattices carry the same element, the crystal is unchanged.

An atom is not an inversion centre. Inversion about the atom at \(\boldsymbol\tau\) sends its neighbour at \(-\boldsymbol\tau\) to \(3\boldsymbol\tau\). For this to be a site, \(2\boldsymbol\tau\) or \(4\boldsymbol\tau\) would have to be a lattice vector. The first has components \(a/4\), but face-centred cubic lattice vectors have components that are multiples of \(a/2\). The second is \((a/2)(1,1,1)\), but the three multiples must have an even sum. Neither condition holds.

## Proof

**Inversion.** Define \((P\psi)(\mathbf r)=\psi(-\mathbf r)\). Spin is an axial vector, so \(P\) leaves \(\boldsymbol\sigma\) alone. Since \(W\) is even, \(\nabla W\) is odd; \(\mathbf p\) is odd too, and their cross product is even. Hence \(PHP^{-1}=H\).

**Time reversal.** Define \(T\psi=i\sigma_y\psi^*\). Complex conjugation changes the sign of \(\mathbf p=-i\hbar\nabla\) and leaves \(V\) and \(W\) alone. For the spin matrices,

\[
(i\sigma_y)\,\boldsymbol\sigma^*\,(i\sigma_y)^{-1}=\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma .
\tag{2}
\]

For \(\sigma_x\) and \(\sigma_z\), which are real, this follows from anticommutation with \(\sigma_y\); for \(\sigma_y\) it follows from \(\sigma_y^*=-\sigma_y\). The spin-orbit term contains one factor \(\mathbf p\) and one factor \(\boldsymbol\sigma\), so the two signs cancel and \(THT^{-1}=H\).

**The product.** Let \(\Theta=PT\):

\[
(\Theta\psi)(\mathbf r)=i\sigma_y\,\psi^*(-\mathbf r),\qquad \Theta H=H\Theta .
\tag{3}
\]

It keeps the Bloch vector, because inversion and conjugation each reverse the phase:

\[
(\Theta\psi)(\mathbf r+\mathbf R)=i\sigma_y\big[e^{-i\mathbf k\cdot\mathbf R}\psi(-\mathbf r)\big]^*=e^{i\mathbf k\cdot\mathbf R}(\Theta\psi)(\mathbf r).
\]

The matrix \(i\sigma_y\) is real and its square is \(-1\). Applying \(\Theta\) twice restores the position and removes the conjugation, leaving

\[
\Theta^2=(i\sigma_y)^2=-1 .
\tag{4}
\]

Let \(\langle a|b\rangle\) be the integral of \(a^\dagger b\) over a cell. For two states with the same \(\mathbf k\) the integrand is periodic, so the inverted cell gives the same integral. The factor \((i\sigma_y)^\dagger(i\sigma_y)=1\) drops out, and

\[
\langle\Theta a|\Theta b\rangle=\int a^{T}(-\mathbf r)\,b^*(-\mathbf r)\,d^3r=\langle a|b\rangle^*=\langle b|a\rangle .
\tag{5}
\]

**Orthogonality.** Let \(H\psi=E\psi\). Then \(H\Theta\psi=\Theta H\psi=E\,\Theta\psi\), because \(E\) is real. Put \(a=\psi\) and \(b=\Theta\psi\) in (5):

\[
\langle\Theta\psi|\Theta^2\psi\rangle=\langle\Theta\psi|\psi\rangle
\;\Rightarrow\;
-\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\psi\rangle
\;\Rightarrow\;
\langle\Theta\psi|\psi\rangle=0 .
\]

So \(\Theta\psi\) is a second, independent state with the same energy and the same \(\mathbf k\).

**Even multiplicity.** Suppose the level contains a further state \(\varphi\) orthogonal to \(\psi\) and \(\Theta\psi\). Its partner is orthogonal to both as well. By (5), \(\langle\Theta\psi|\Theta\varphi\rangle=\langle\varphi|\psi\rangle=0\). Using \(\psi=-\Theta(\Theta\psi)\) and (5) again, \(\langle\psi|\Theta\varphi\rangle=-\langle\Theta(\Theta\psi)|\Theta\varphi\rangle=-\langle\varphi|\Theta\psi\rangle=0\). Each step therefore removes two dimensions from the level. As its dimension is finite, the process ends, and the dimension is even. In the ordered list of energies every distinct value fills an even number of consecutive places, which gives the pairing in the statement. \(\blacksquare\)

## What each hypothesis does

Inversion alone gives \(E_n(\mathbf k)=E_n(-\mathbf k)\) and no partner at the same \(\mathbf k\). Time reversal alone gives the same equality between states of opposite spin. It forces a pair where \(\mathbf k\) and \(-\mathbf k\) differ by a reciprocal lattice vector, since \(T\psi\) then has the same Bloch vector as \(\psi\), and the orthogonality argument works with \(T^2=-1\).

The proof uses the product \(\Theta\) and not its factors. A crystal in which \(P\) and \(T\) are both broken but \(PT\) survives still has paired bands.

The minus sign in (4) comes from spin one-half. For a spinless particle \((\Theta\psi)(\mathbf r)=\psi^*(-\mathbf r)\) and \(\Theta^2=+1\). The orthogonality equation becomes \(\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\psi\rangle\), which says nothing.

A perturbation \(A\) that commutes with \(\Theta\) cannot split an isolated pair in first order. Its diagonal elements agree: \(\langle\Theta\psi|A\Theta\psi\rangle=\langle\Theta\psi|\Theta A\psi\rangle=\langle A\psi|\psi\rangle=\langle\psi|A\psi\rangle\). For the off-diagonal element, replace \(a\) by \(\Theta a\) in (5) to get \(\langle a|\Theta b\rangle=-\langle b|\Theta a\rangle\). With \(a=\psi\), \(b=A\psi\),

\[
\langle\psi|A\Theta\psi\rangle=\langle\psi|\Theta A\psi\rangle=-\langle A\psi|\Theta\psi\rangle=-\langle\psi|A\Theta\psi\rangle=0 .
\]

Homogeneous strain changes the lattice, but both sublattices still exchange under inversion about a bond midpoint. The theorem then applies to the strained crystal as a whole, without perturbation theory. Strain may split the fourfold valence top, but into pairs.

## Spin of the partners

By (2), \(\boldsymbol\sigma\Theta=-\Theta\boldsymbol\sigma\). Therefore

\[
\langle\Theta\psi|\boldsymbol\sigma|\Theta\psi\rangle=-\langle\Theta\psi|\Theta\boldsymbol\sigma\psi\rangle=-\langle\psi|\boldsymbol\sigma|\psi\rangle .
\]

The total spin of a filled pair is zero. An eigensolver returns an arbitrary orthonormal basis of the pair, so the spin of a single returned vector has no meaning by itself. To fix the basis, diagonalize \(\sigma_z\) within the pair. With \(s=\langle\psi|\sigma_z|\psi\rangle\) and \(t=\langle\psi|\sigma_z|\Theta\psi\rangle\) the matrix is

\[
\begin{pmatrix}s&t\\t^*&-s\end{pmatrix},\qquad \text{eigenvalues } \pm\lambda,\quad \lambda=\sqrt{s^2+|t|^2}\le1 .
\tag{6}
\]

A weak spin Zeeman term \(\mu_BB\sigma_z\) does this physically and splits an isolated pair by \(2\lambda\mu_BB\) in first order.

## Plane-wave form

Acting on \(e^{i\mathbf K'\cdot\mathbf r}\), \(\mathbf p\) gives \(\hbar\mathbf K'\). The component of \(\nabla W\) that leads to \(\mathbf K\) is \(i(\mathbf K-\mathbf K')W_{\mathbf K-\mathbf K'}\). As \(\mathbf K'\times\mathbf K'=0\),

\[
\langle\mathbf K|(\nabla W\times\mathbf p)\cdot\boldsymbol\sigma|\mathbf K'\rangle=i\hbar\,W_{\mathbf K-\mathbf K'}\,(\mathbf K\times\mathbf K')\cdot\boldsymbol\sigma .
\tag{7}
\]

This is the term \(i\mathbf g\cdot\boldsymbol\sigma\) of the opening case. The factor \(i\) keeps the matrix Hermitian, because the cross product changes sign when \(\mathbf K\) and \(\mathbf K'\) are exchanged.

Expand \(\psi=\sum_{\mathbf K}c_{\mathbf K}e^{i\mathbf K\cdot\mathbf r}\) with two-component \(c_{\mathbf K}\). Conjugation and inversion each reverse the exponent, so the origin at the bond midpoint gives

\[
c_{\mathbf K}\;\to\;i\sigma_y\,c_{\mathbf K}^* .
\tag{8}
\]

No wave vector is moved. The pairing therefore holds for any finite set of plane waves, converged or not. In matrix terms, with \(U=1\otimes i\sigma_y\), the condition is \(UH^*U^{-1}=H\). This form also covers nonlocal pseudopotentials, and its residual is a direct diagnostic of an implementation.

If the inversion centre lies at \(\mathbf c\) instead of the origin, \(\Theta\) uses \(\psi^*(2\mathbf c-\mathbf r)\), and (8) becomes \(c_{\mathbf K}\to e^{-2i\mathbf K\cdot\mathbf c}\,i\sigma_yc_{\mathbf K}^*\). The coefficients \(V_{\mathbf G}\) are then complex, but the energies stay paired. Complex coefficients alone do not show that inversion is absent.

## A silicon-like example

The potential has coefficients

\[
V_{\mathbf G}=V^{S}_{G}\cos(\mathbf G\cdot\boldsymbol\tau)+i\,V^{A}_{G}\sin(\mathbf G\cdot\boldsymbol\tau).
\]

The even form factors \(V^S\) are \(-2.86\), \(0.54\) and \(1.09\) eV for \(|\mathbf G|^2=3,8,11\) in units of \((2\pi/a)^2\), with \(a=0.543\) nm. These are rough silicon values. For silicon \(V^A=0\). The spin-orbit function is \(W_{\mathbf G}\propto e^{-G^2w^2/2}\cos(\mathbf G\cdot\boldsymbol\tau)\) with \(w=0.03\) nm, scaled to give a zone-centre splitting of 0.044 eV. The basis has 137 plane waves per spin.

At the general point \(\mathbf k=(0.30,0.17,0.08)\,2\pi/a\), the eight valence levels, measured from the valence top, are \(-12.08\), \(-2.94\), \(-1.32\) and \(-0.62\) eV, each occurring twice. Neighbouring pairs are at least 0.7 eV apart, while the largest splitting inside a pair is \(1.5\times10^{-13}\) eV. Over twelve random wave vectors, with all levels of the matrix included, it is \(9.1\times10^{-13}\) eV. Both are at the level of rounding error for a matrix with elements of order 100 eV in double precision.

Raising the basis to 259 waves, with form factors and spin-orbit strength held fixed, moves the top pair by \(-2.8\) meV relative to the valence top. The same change moves the lowest pair by about \(+8\) meV, to \(-12.07\) eV, and lowers the zone-centre splitting from 44.0 to about 43.7 meV; beyond 259 waves these values move by about 0.1 meV or less. With 137 waves the energies thus carry cutoff errors of several meV, while the pairing does not depend on the cutoff, as (8) requires.

One state of the top pair has spin \((0.5185,-0.1125,0.8472)\), and its partner has the opposite vector. The squared length is \(0.2688+0.0127+0.7178=0.9993\), slightly below one: spin-orbit coupling has mixed the spin with the orbital motion. The direction reflects the basis that the eigensolver happened to return, and so, slightly, does the length: within this pair its square lies between 0.9988 and 0.9999.

**Inversion removed.** Make the two atoms unequal with \(V^A=0.95\), \(0.68\) and \(0.14\) eV for \(|\mathbf G|^2=3,4,11\), keeping all else fixed. The top pair at the same \(\mathbf k\) splits by 2.57 meV with 137 waves; larger bases lower this by about 0.1 meV, to 2.46 meV. With the spin-orbit term switched off in this unequal crystal, the largest splitting returns to \(4.0\times10^{-13}\) eV. Both ingredients are needed, as in the two-wave case. At the L point, where \(\mathbf k\) and \(-\mathbf k\) are equivalent, time reversal alone keeps the pairs together, to \(1.6\times10^{-13}\) eV. Time reversal sends \(\mathbf K\) to \(-\mathbf K\), so this test uses a smaller set of plane waves that contains \(-\mathbf K\) for every \(\mathbf K\).

**Time reversal removed.** A spin Zeeman term with \(g=2\) at 1 T splits the top pair of the symmetric crystal by 0.1157 meV. By (6) the first-order splitting is at most \(2\mu_BB=0.1158\) meV, so \(\lambda\) is close to one here. The orbital action of the field is left out, and for real holes it can change the splitting considerably.

**Strain.** Strains of \(1.0\), \(1.0\) and \(-0.8\) percent along the cubic axes split the fourfold valence top by 156 meV. The splitting within each pair stays below \(10^{-12}\) eV. The form factors were held fixed under strain, so 156 meV illustrates the symmetry and is not a deformation-potential prediction.

## Holes under a gate

In a p-channel transistor the gate field pushes holes against an interface, and the structure has no inversion centre. The resulting splitting can be sized with a six-band model of the valence top. Its orbital part is a \(3\times3\) matrix with diagonal elements \(Lk_i^2+M(k^2-k_i^2)\) and off-diagonal elements \(Nk_ik_j\); the 0.044 eV spin-orbit splitting is added to it.

The curvatures come from the pseudopotential bands without spin-orbit coupling. Along [100] the single band gives \(L\) and the double band gives \(M\). Along [111] every diagonal element is \((L+2M)k^2/3\) and every off-diagonal one is \(Nk^2/3\), so the single and double bands differ by \(Nk^2\). The results are \(L=-6.30\), \(M=-3.55\) and \(N=-9.1\) in units of \(\hbar^2/2m\).

In the well \(k_z\) becomes \(-i\,\partial_z\). A hard wall stands at the interface, and a uniform field of 0.5 MV/cm, or 0.05 V/nm, confines the holes. For the band with curvature \(M\) along \(z\), the confinement length is

\[
\ell=\left(\frac{3.55\times0.0381\ \text{eV nm}^2}{0.05\ \text{eV/nm}}\right)^{1/3}\approx1.4\ \text{nm}.
\]

The lowest state of a triangular well has its turning point at \(2.34\,\ell\approx3.3\) nm. A second hard wall, about three times as deep, closes the well.

At an in-plane wave vector of 0.5 nm\(^{-1}\) along [100], the top hole subband splits by 4.1 meV. With the field off and everything else fixed, the model well with its two identical walls regains an inversion centre and the splitting falls to \(2\times10^{-15}\) eV. This symmetry belongs to the envelope model: an atomic (001) slab has an inversion centre only for an even number of atomic planes, and a single interface has none even without a field. At zero in-plane wave vector time reversal alone keeps the pair, even with the field on.

For comparison, the thermal energy at 300 K is 25.9 meV. A rough bulk hole mobility of 450 cm\(^2\)/Vs and a rough mass of \(0.4\,m\) give a scattering time \(\tau=\mu m^*/e\) and a width \(\hbar/\tau=6.4\) meV. At this wave vector the gate splitting is therefore about one sixth of the thermal energy and two thirds of the scattering width. These ratios hold for this subband and wave vector alone. The top splitting is 0.3 meV at 0.3 nm\(^{-1}\) along [100] and 2.1 meV at 0.5 nm\(^{-1}\) along [110], while the second subband, 16.5 meV below the top at zero in-plane wave vector, splits by up to about 13 meV along [110]. For occupations at 300 K, counting two states at the mean energy of a subband is still fair, since the error is of second order in the splitting over the thermal energy. For spin dynamics the splitting cannot be ignored in the same way: the two split states acquire a relative phase of about \(4.1/6.4=0.64\) radian between collisions. They are not opposite spin-one-half states (their spins along \(y\) are \(+0.99\) and \(-0.30\) here), so this phase is not simply a rotation angle of the spin, and no relaxation rate is computed.

The field and wave vector are rough values for a silicon inversion layer at room temperature. The model's indirect gap of 0.81 eV is well below the real value of roughly 1.1 eV; the pairing does not depend on it. The gate field removes the inversion centre, and the model puts the resulting splitting at about 4 meV for these settings. The six-band model is an expansion for small wave vectors and is only approximate for holes confined this tightly. A real interface also has a finite barrier and a field that varies with depth. All of this will change that number, and so will the band parameters: the usual silicon values \(L=-5.64\), \(M=-3.61\), \(N=-8.68\) give 5.7 meV in the same well. Mobility in an inversion layer is also lower than in the bulk. At one third of the value used here, the scattering width would be 19 meV and the phase between collisions about 0.2 radian.

For bulk silicon without applied fields, an implementation can compute one state of each isolated pair and generate the other from (8). Under a gate field, in a magnetic field, or in a crystal without an inversion centre, such as zincblende, (8) no longer supplies the partner, and in general both states must be computed. Unequal atoms alone do not decide this: rocksalt has them and still has an inversion centre. Other symmetries can also keep pairs together at special wave vectors. The main computed energies and splittings appear in the numerical output below or follow from it by simple arithmetic; some figures quoted as caveats on basis size, direction, subband, spin and band parameters are not listed there.

## Computed values

```
lattice constant (rough input): 0.543 nm
even form factor, |G|^2=3: -2.86 eV
even form factor, |G|^2=8: 0.54 eV
even form factor, |G|^2=11: 1.09 eV
odd form factor, unequal atoms, |G|^2=3: 0.95 eV
odd form factor, unequal atoms, |G|^2=4: 0.68 eV
odd form factor, unequal atoms, |G|^2=11: 0.14 eV
width of spin-orbit potential: 0.03 nm
plane waves per spin: 137
zone-centre spin-orbit splitting (set): 0.0440 eV
indirect gap of the model: 0.81 eV
general k: [0.3  0.17 0.08] in 2pi/a
valence pair 1 at k: -12.079669, -12.079669 eV
valence pair 2 at k: -2.938963, -2.938963 eV
valence pair 3 at k: -1.323463, -1.323463 eV
valence pair 4 at k: -0.618013, -0.618013 eV
largest pair splitting at k: 1.5e-13 eV
largest pair splitting, 12 random k: 9.1e-13 eV
overlap of state and partner: 2.9e-18
spin <sigma> of a top state: [ 0.5185 -0.1125  0.8472]
spin <sigma> of its partner: [-0.5185  0.1125 -0.8472]
unequal atoms: top pair splitting at k: 2.573 meV
unequal atoms, no spin-orbit: splitting 4.0e-13 eV
unequal atoms, L point: pair splitting 1.6e-13 eV
Zeeman term, 1 T, g=2: splitting at k 0.1157 meV
strain xx, yy, zz: [ 1.   1.  -0.8] percent
strain splits fourfold top by: 155.7 meV
strain: largest splitting within a pair: 3.4e-13 eV
larger basis (259 waves) moves top pair by: -2.8 meV
valence curvatures L, M, N: -6.30, -3.55, -9.10 hbar^2/2m
six-band model error at small k: 0.079 meV
gate field (rough): 0.5 MV/cm
in-plane wave vector along [100]: 0.5 1/nm
gate splitting of top hole subband: 4.10 meV
same well, no field: splitting 2.1e-15 eV
thermal energy at 300 K: 25.9 meV
rough hole mobility and mass: 450 cm2/Vs, 0.4 m_e
scattering width hbar/tau: 6.4 meV
```
